# Semilocal TDDFT K-edge errors and their correction by short-range exact exchange

## K edges: the semilocal error and the role of short-range exact exchange

With an LDA or GGA functional, the TDDFT energy of a $1s\to$ valence excitation is nearly the bare orbital energy difference $\varepsilon_a-\varepsilon_i$, because the Coulomb and kernel couplings are built from the product $\phi_i\phi_a$ of core and virtual orbitals, and that product is confined to the core, where the valence orbital has little weight. The orbital difference is too small because the semilocal exchange potential, unlike the nonlocal Fock operator, cancels little more than half of the self-repulsion of the $1s$ orbital. In a hydrogenic core the uncancelled part is $\delta Z$, with $\delta=7.28$ eV per unit of nuclear charge for LDA. Exact exchange restricted to $\operatorname{erfc}(\mu r)/r$ restores all of it except about $\mu/\sqrt\pi$ when $\mu\ll Z$. Small overlap therefore does not create the error; it leaves the couplings too small to repair it. For Be, Mg and Ca the LDA edge lies 12, 54 and 111 eV below a nonrelativistic $\Delta$SCF reference, and 75% short-range exchange reduces these errors to $-1$, $+3$ and $-5$ eV.

The algebra is in atomic units, for closed shells, real orbitals, the adiabatic Tamm–Dancoff approximation (TDA) and no relativity. Meta-GGAs and local exact-exchange potentials are not treated. The deficit derived below is measured against the nonlocal Fock operator. In an atom with outer shells even an exact local exchange potential leaves the $1s$ level well above its Fock value, so making the local potential exact is not a substitute for nonlocal exchange.

### The response matrix

Split $1/r=\operatorname{erfc}(\mu r)/r+\operatorname{erf}(\mu r)/r$ into short-range (S) and long-range (L) parts. A hybrid takes fractions $c_S$, $c_L$ of exact exchange and scales the semilocal exchange of each range by $1-c_S$, $1-c_L$. With $(pq|rs)=\iint\phi_p\phi_q(1)\,r_{12}^{-1}\phi_r\phi_s(2)$, the TDA matrix between spin-orbital excitations is the orbital difference plus the first-order change of the Kohn–Sham operator caused by the transition density:

$$A_{ia\sigma,jb\tau}=\delta_{\sigma\tau}\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+(ia|jb)+(ia|f^{\sigma\tau}_{xc}|jb)-\delta_{\sigma\tau}\big[c_S(ij|ab)_S+c_L(ij|ab)_L\big].$$

A singlet has equal amplitudes for both spins, so the sum over $\tau$ doubles the Coulomb term and gives $f^{\alpha\alpha}+f^{\alpha\beta}$. The latter equals $2f_{xc}$ with $f_{xc}=dv_{xc}/d\rho$, because $\delta\rho_\alpha=\delta\rho_\beta=\delta\rho/2$ produces $\delta v_\alpha=(f^{\alpha\alpha}+f^{\alpha\beta})\delta\rho/2$. Core-valence separation (CVS) keeps $i=j=1s$, and the diagonal element is

$$\omega\approx\varepsilon_a-\varepsilon_i+2(ia|ia)+2(ia|f_{xc}|ia)-c_S(ii|aa)_S-c_L(ii|aa)_L .$$

The two semilocal couplings contain $\phi_i\phi_a$. The exact-exchange terms contain $\phi_i^2$ and $\phi_a^2$ separately. "Overlap" here means the differential product, measured by $\Lambda=\int|\phi_i||\phi_a|$, since $\langle i|a\rangle=0$ by orthogonality.

### How small the couplings are

Take a Slater $1s$ orbital of exponent $Z$ and a $2p_z$ orbital of exponent $\zeta$, with radial functions $P_i=2Z^{3/2}re^{-Zr}$ and $P_a=Nr^2e^{-\zeta r}$, where $N^2=(2\zeta)^5/4!=4\zeta^5/3$. Let $s=Z+\zeta$.

The angular part of $\phi_i\phi_a$ is $Y_{00}Y_{10}=Y_{10}/\sqrt{4\pi}$, so the multipole expansion of $1/r_{12}$ contributes its $l=1$, $m=0$ term, with factor $(4\pi/3)(1/4\pi)=1/3$:

$$(ia|ia)=\tfrac13\,4Z^3N^2 I,\qquad I=\iint r_1^3r_2^3e^{-s(r_1+r_2)}\frac{r_<}{r_>^2}\,dr_1dr_2 .$$

Scaling $r\to r/s$ extracts $s^{-7}$. The regions $r_1>r_2$ and $r_2>r_1$ are equal, and $\int_r^\infty te^{-t}dt=(r+1)e^{-r}$, so $s^7I=2\int_0^\infty r^4(r+1)e^{-2r}dr=2(5!/2^6+4!/2^5)=21/4$. Then

$$(ia|ia)=\frac13\cdot4Z^3\cdot\frac{4\zeta^5}{3}\cdot\frac{21}{4s^7}=\frac{28Z^3\zeta^5}{3s^7}.$$

For LDA exchange, $v_x=-(3\rho/\pi)^{1/3}$ and $f_x=-\tfrac13(3/\pi)^{1/3}\rho^{-2/3}$. The density contains the doubly occupied core, $\rho\ge2\phi_i^2$, so $\phi_i^2\rho^{-2/3}\le2^{-2/3}\phi_i^{2/3}=2^{-2/3}\pi^{-1/3}Ze^{-2Zr/3}$. The $2p$ average of $e^{-\beta r}$ is $N^2\,4!/(2\zeta+\beta)^5=[2\zeta/(2\zeta+\beta)]^5$, and $\beta=2Z/3$ gives

$$|(ia|f_x|ia)|\le\frac13\Big(\frac{3}{4\pi^2}\Big)^{1/3}Z\Big(\frac{3\zeta}{3\zeta+Z}\Big)^5 .$$

Both expressions fall as $\zeta^5/Z^4$ for $Z\gg\zeta$. With $\zeta=1$ and $Z=4,12,20$, $2(ia|ia)$ is 0.42, 0.014 and 0.002 eV, and twice the kernel element is bounded by 0.44, 0.030 and 0.006 eV. The correlation and GGA kernels also act on $\phi_i\phi_a$, and on its gradient, but the bound is derived for LDA exchange alone. The argument fails when $\zeta$ scales with $Z$, as in highly charged ions, where $(ia|ia)$ grows linearly with $Z$.

The electron–hole attraction behaves differently. The potential of the $1s$ density is the enclosed charge over $r$ plus the outer shells:

$$V_i=\frac{1-e^{-2Zr}(1+2Zr+2Z^2r^2)}{r}+e^{-2Zr}(2Z^2r+Z)=\frac1r-e^{-2Zr}\Big(Z+\frac1r\Big).$$

Averaging over $P_a^2$ uses $\langle1/r\rangle=N^2\,3!/(2\zeta)^4=\zeta/2$, $N^2Z\,4!/(2s)^5=\zeta^5Z/s^5$ and $N^2\,3!/(2s)^4=\zeta^5/(2s^4)$:

$$(ii|aa)=\frac\zeta2-\zeta^5\Big(\frac{Z}{s^5}+\frac1{2s^4}\Big).$$

It tends to $\zeta/2$ and needs no overlap (13.5, 13.6 and 13.6 eV in the three cases). Semilocal TDDFT contains no such term.

### Why the core level is too high by an amount linear in Z

Consider a $1s^2$ shell, $\rho=2\phi_i^2$. Averaging $V_i$ over $P_i^2$ gives

$$(ii|ii)=Z-4Z^3\Big[\frac{2Z}{(4Z)^3}+\frac1{(4Z)^2}\Big]=Z-\frac Z8-\frac Z4=\frac{5Z}8 .$$

The Hartree potential $2V_i$ includes the repulsion of each electron with itself, and the Fock operator removes it: $\langle i|{-K}|i\rangle=-(ii|ii)$. The exact exchange energy per electron is $E_x/2=-\tfrac12(ii|ii)=-5Z/16$. The potential is twice the energy per electron because exact exchange is quadratic in the occupation.

For a semilocal functional, scale the density by $\lambda$. Then $dE_x[\lambda\rho]/d\lambda|_{1}=\int v_x\rho=2\langle i|v_x|i\rangle$. LDA has degree $4/3$ in $\lambda$, where exact exchange has degree 2. Directly,

$$\langle v_x\rangle=-\Big(\frac6\pi\Big)^{1/3}\!\!\int\phi_i^{8/3}=-\Big(\frac6\pi\Big)^{1/3}\Big(\frac{Z^3}\pi\Big)^{4/3}\frac{4\pi\cdot2}{(8Z/3)^3}=-\frac{27}{64}\Big(\frac6{\pi^2}\Big)^{1/3}Z .$$

The deficit $(ii|ii)+\langle v_x\rangle$, by which the level lies above its Fock value on this orbital, is $\delta Z$ with

$$\delta=\frac58-\frac{27}{64}\Big(\frac6{\pi^2}\Big)^{1/3}=0.2676\ \text{hartree}=7.28\ \text{eV},$$

that is $17.007-9.725$ eV.

A GGA does not change the degree enough. Write $E_x=C_x\int\rho^{4/3}F(t)$ with $C_x<0$ and reduced gradient $t\propto|\nabla\rho|/\rho^{4/3}$, so that $t\to\lambda^{-1/3}t$ and

$$2\langle v_x\rangle=\tfrac43E_x-\tfrac13C_x\int\rho^{4/3}\,tF'(t).$$

If $F'\ge0$ the last term is positive, so $\langle v_x\rangle\ge\tfrac43(E_x/2)$. A functional whose $E_x/2$ is no more negative than the exact $-5Z/16$ then has a deficit of at least $5Z/8-5Z/12=5Z/24$, or 5.67 eV per unit $Z$. The deficit is linear in $Z$ for any such GGA: under $\rho\to Z^3\rho(Z\mathbf r)$, $t$ is unchanged in form and $\int\rho^{4/3}$ gains $Z^4/Z^3$. Gauss–Legendre quadrature on the hydrogenic density gives $E_x/2Z=-8.43$ eV (B88) and $-8.33$ eV (PBE) against the exact $-8.50$ eV, while the deficits per unit $Z$ are 6.32 and 6.40 eV. An exchange energy good to 1–2% of the exact value coexists with a potential that misses more than a third of $(ii|ii)$.

In an atom the exponent is screened. Minimizing the two-electron energy $\eta^2-2Z\eta+5\eta/8$ gives $\eta=Z'=Z-5/16$, so the estimate for the LDA–HF difference of the core levels is $\delta Z'$. It neglects exchange with outer shells, the correlation potential and the difference between LDA and HF orbitals.

### What partly cancels the deficit

Let $\omega_{\rm ref}$ and $I_{\rm ref}$ be reference excitation and ionization energies. Define $\Delta=\varepsilon_i^{\rm LDA}-\varepsilon_i^{\rm HF}$, the relaxation $R=-\varepsilon_i^{\rm HF}-I_{\rm ref}$, the missing binding $B=(I_{\rm ref}-\omega_{\rm ref})+\varepsilon_a^{\rm LDA}$, and the coupling $\kappa=\omega_{\rm LDA}-(\varepsilon_a^{\rm LDA}-\varepsilon_i^{\rm LDA})$. Since $-\varepsilon_i^{\rm LDA}=-\varepsilon_i^{\rm HF}-\Delta=I_{\rm ref}+R-\Delta$,

$$\omega_{\rm LDA}-\omega_{\rm ref}=-\Delta+R+B+\kappa ,$$

which is an identity. $R$ is the relaxation around the hole that a frozen orbital energy lacks. $B$ is the amount by which the excited electron is bound more strongly to the core-ionized atom than $-\varepsilon_a^{\rm LDA}$ indicates. Both oppose $\Delta$, so removing all of $\Delta$ overshoots.

### Range separation of the deficit

The long-range self-repulsion follows from $\operatorname{erf}(\mu r)/r=(2\mu/\sqrt\pi)(1-\mu^2r^2/3+\dots)$. For two independent $1s$ densities the cross term $\mathbf r_1\cdot\mathbf r_2$ averages to zero, so $\langle r_{12}^2\rangle=2\langle r^2\rangle=2\cdot4Z^3\,4!/(2Z)^5=6/Z^2$ and

$$(ii|ii)_L=\frac{2\mu}{\sqrt\pi}\Big(1-\frac{2\mu^2}{Z^2}+\dots\Big).$$

The long-range LDA is the exchange energy density of a uniform gas with interaction $w(q)=4\pi e^{-q^2/4\mu^2}/q^2$, the Fourier transform of $\operatorname{erf}(\mu r)/r$. For two spins, $e^L=-\tfrac12\cdot2\,(2\pi)^{-6}\int d^3q\,w(q)\,\Omega(q)$, where $\Omega$ is the common volume of two Fermi spheres of radius $k$ displaced by $q$. It consists of two caps of height $k-q/2$:

$$\Omega=\frac{2\pi}3\Big(k-\frac q2\Big)^2\Big(2k+\frac q2\Big)=\frac{4\pi k^3}3\Big(1-\frac{3q}{4k}+\frac{q^3}{16k^3}\Big),\quad q<2k .$$

With $\rho=k^3/3\pi^2$ the prefactor is $4\pi^3\rho$, and $d^3q\,w=16\pi^2e^{-q^2/4\mu^2}dq$, so

$$e^L=-\frac\rho\pi\int_0^{2k}e^{-q^2/4\mu^2}\Big(1-\frac{3q}{4k}+\frac{q^3}{16k^3}\Big)dq .$$

For $\mu\to\infty$ the integral is $2k-3k/2+k/4=3k/4$, which gives the full LDA, $-3k\rho/4\pi$; the short-range LDA is the difference. For $\mu\ll k$ the upper limit goes to infinity with exponentially small error, and the moments $\mu\sqrt\pi$, $2\mu^2$ and $8\mu^4$ give

$$e^L=-\frac{\mu\rho}{\sqrt\pi}+\frac{3\mu^2\rho}{2\pi k}-\frac{\mu^4\rho}{2\pi k^3},\qquad v_x^L=\frac{de^L}{d\rho}=-\frac\mu{\sqrt\pi}+\frac{\mu^2}{\pi k},$$

because $\rho/k\propto\rho^{2/3}$ has derivative $2/(3k)$ and $\rho/k^3$ is constant. In the $1s^2$ shell $k=(3\pi^2\rho)^{1/3}=(6\pi)^{1/3}Ze^{-2Zr/3}$, and $\langle e^{2Zr/3}\rangle=[2Z/(4Z/3)]^3=27/8$. The long-range deficit $\Delta_L=(ii|ii)_L+\langle v_x^L\rangle$ and its short-range complement are therefore, for $\mu\ll Z$,

$$\Delta_L\approx\frac\mu{\sqrt\pi}+\frac{27\mu^2}{8\pi(6\pi)^{1/3}Z}-\frac{4\mu^3}{\sqrt\pi Z^2},\qquad\Delta_S=\delta Z-\Delta_L .$$

For $\mu=1$ Å$^{-1}$ ($\mu a_0=0.529$) and $Z=20$, quadrature of the unexpanded expressions gives $\Delta_L=16.23-7.97=8.26$ eV, near $\mu/\sqrt\pi=8.12$ eV. The part of the deficit that grows with $Z$ lies wholly in the short range, because both coordinates of $(ii|ii)$ are confined to $r\sim1/Z$.

To first order in the fraction $c$, on frozen LDA orbitals, a level shifts by $c\langle p|{-K^X}-v_x^X|p\rangle$ for range $X$. For $X=S$ the core level falls by $c\Delta_S$. The virtual and its distance from the hole extend over $1/\zeta$, where $\operatorname{erfc}(\mu r)$ is already damped if $\zeta\lesssim\mu$, so its shift and $(ii|aa)_S$ are small against $\Delta_S$. In the window $\zeta\lesssim\mu\ll Z$,

$$\omega(c_S)\approx\omega_{\rm LDA}+c_S\Delta_S,\qquad c^*\approx\frac{\Delta-R-B-\kappa}{\Delta_S},$$

where $c^*$ is the fraction that reaches the reference. The repair arrives through $\varepsilon_i$, by an integral over $\phi_i^2$ alone, so the small overlap does not obstruct it.

For $X=L$ and $\mu$ small against $\zeta$ and the local $k$, the interaction is the constant $2\mu/\sqrt\pi$. Then $K^L$ is that constant times the projector on the occupied space, and $v_x^L=-\mu/\sqrt\pi$. The core level moves by $c(-2+1)\mu/\sqrt\pi$, the virtual by $c(0+1)\mu/\sqrt\pi$, and $-c(ii|aa)_L=-2c\mu/\sqrt\pi$. The edge shift is $c(1+1-2)\mu/\sqrt\pi=0$ at order $\mu$. At larger $\mu$ the cancellation is incomplete, but as long as $\mu\ll Z$ the core piece $c\Delta_L$ stays near $c\mu/\sqrt\pi$ and does not grow with $Z$. In a long-range-corrected functional with $\mu\ll Z$, the $Z$-dependent part of the K-edge shift is thus set mainly by its short-range fraction.

### Be, Mg and Ca

The table gives the lowest dipole-allowed $1s\to np$ root of the CVS-TDA matrix. The basis is uncontracted and even-tempered, with exponents $0.015\times2.8^k\,a_0^{-2}$ up to about $500Z^2$ (s) and $3Z^2$ (p), giving 14s9p, 16s11p and 17s12p; the grid has 150 radial and 26 angular points. LDA is Slater exchange with VWN correlation. The hybrids are self-consistent, with chosen $c=0.75$ and $\mu=1$ Å$^{-1}$. PBE is the diagonal element alone, and CIS is the limit $c_S=c_L=1$ without correlation.

The reference is $\Delta$UHF with the lowest $\beta$ orbital held empty. The determinant with a $\beta$ hole and a $\beta$ particle is, for common spatial orbitals, an equal mixture of singlet and triplet, so $\omega_{\rm ref}=2\omega_{\rm mixed}-\omega_{\rm triplet}$; for Mg, $2(1303.34)-1303.24=1303.44$ eV. With separately relaxed orbitals this is approximate. The reference omits correlation, d polarization, relativity and lifetime effects, and is not an experimental edge. A denser sp basis (ratio 2.3) moves the Ca reference by 0.08 eV and the Ca and Mg errors by no more than about 0.03 eV. Five added d shells leave the TDA edges unchanged but lower the Ca reference by 0.8 eV, so every Ca error below becomes 0.8 eV less negative and $c^*$ for Ca becomes 0.78.

| Quantity (eV unless noted) | Be | Mg | Ca |
|---|---|---|---|
| $\Lambda$ (no unit) | 0.177 | 0.043 | 0.023 |
| $2(ia\vert ia)$ | 0.488 | 0.106 | 0.055 |
| $2(ia\vert f_{xc}\vert ia)$ | −0.255 | −0.033 | −0.016 |
| $(ii\vert ii)$ | 60.6 | 194.9 | 329.9 |
| $(ii\vert ii)_S$ | 45.0 | 178.7 | 313.7 |
| $(ii\vert aa)$ | 11.4 | 7.9 | 6.5 |
| $(ii\vert aa)_S$ | 2.2 | 1.0 | 0.7 |
| $\omega_{\rm ref}$ | 115.5 | 1303.4 | 4026.2 |
| $\omega$, LDA | 103.0 | 1249.7 | 3915.3 |
| $\omega$, PBE | 104.4 | 1255.9 | 3926.7 |
| $\omega$, CIS | 118.3 | 1326.1 | 4057.6 |
| $\Delta$ | 23.8 | 83.2 | 147.7 |
| $\delta Z'$ | 26.9 | 85.1 | 143.4 |
| $R$ | 5.6 | 25.3 | 33.6 |
| $B$ | 5.6 | 4.1 | 3.2 |
| $\kappa$ | 0.20 | 0.07 | 0.04 |
| shift from LDA, S | 11.6 | 56.7 | 105.6 |
| $c\Delta_S$ at $Z'$ | 13.9 | 57.6 | 101.3 |
| shift from LDA, L | 1.1 | 2.3 | 2.9 |
| shift from LDA, global | 12.2 | 58.5 | 108.1 |
| $c^*$ (no unit) | 0.81 | 0.71 | 0.79 |

For Mg the LDA levels are $\varepsilon_{1s}=-1251.00$ and $\varepsilon_{3p}=-1.38$ eV, a gap of 1249.62 eV, and TDA adds $\kappa=0.07$ eV. The HF level is $-1334.23$ eV, so $\Delta=83.23$ eV, and the $\Delta$UHF ionization energy of 1308.94 eV gives $R=1334.23-1308.94=25.29$ eV and $B=1308.94-1303.44-1.38=4.12$ eV. The budget is $-83.23+25.29+4.12+0.07=-53.75$ eV. The coupling is below a thousandth of $\Delta$. Diagonalizing the full LDA matrix in place of the CVS block moves this root by $-0.003$ eV.

The atomic couplings fall with $Z$ more slowly than the nodeless model: $2(ia|ia)$ is 0.106 eV for Mg against 0.014 eV. The $1s$ orbital lies wholly inside the first node of $3p$ (at 0.96 $a_0$), so the coupling samples only the inner lobe of $3p$, a feature the nodeless model lacks.

The estimate $\delta Z'$ differs from $\Delta$ by $+13\%$, $+2\%$ and $-3\%$ of $\Delta$. The close agreement for Mg and Ca owes something to compensating omissions: Fock exchange with the outer shells adds about 10 and 27 eV to $\Delta$, while the outer-shell density deepens $v_x$ in the core and the correlation potential lowers the level further. From Mg to Ca the LDA error grows by $(110.9-53.8)/8=7.1$ eV per unit $Z$ and the PBE error by $(99.5-47.5)/8=6.5$ eV, near the hydrogenic 7.3 and 6.4 eV. For LDA the closeness is partly a cancellation: $\Delta$ itself grows by $(147.7-83.2)/8=8.1$ eV per unit $Z$, above $\delta$, while $R+B$ grows by 0.9 eV per unit $Z$. From Be to Mg the LDA slope is 5.2 eV, because $R$ rises by 20 eV over that interval. Relative to $\omega_{\rm ref}$ the LDA error shrinks, from 11% through 4% to 3%, since the edge itself grows faster than linearly. CIS overshoots by 2.7, 22.6 and 31.4 eV, each within 3 eV of $R$.

Short-range exchange yields 95–98% of the global-hybrid shift, and long-range exchange gives 1–3 eV. The hydrogenic $c\Delta_S$, evaluated by quadrature, differs from the short-range shift by $+2\%$ (Mg), $-4\%$ (Ca) and $+20\%$ (Be) of that shift. For Be the gap is 2.4 eV, and the neglected term $c(ii|aa)_S$ alone is 1.7 eV.

The fraction $c^*$ comes from linear interpolation, $0.75\times53.76/56.70=0.711$ for Mg; a self-consistent calculation at that fraction lands 0.01 eV from the reference. It is not monotonic in $Z$: from Be to Mg the shift grows faster than the LDA error (by factors of 4.9 and 4.3), and from Mg to Ca it grows more slowly (1.9 and 2.1). The share of $\Delta$ to be repaired, $(\Delta-R-B-\kappa)/\Delta$, is 0.52, 0.65 and 0.75. The share delivered per unit $c_S$, shift$/(0.75\Delta)$, is 0.65, 0.91 and 0.95. Be needs a large fraction because $\Delta_L=\delta Z'-\Delta_S$, about 8 eV for all three atoms, is a third of its $\Delta$. Restoring the long range does not recover it, since that part largely cancels in the edge: by the same interpolation the global hybrid would still need $0.75\times12.49/12.19=0.77$.

### What to do

A semilocal K edge needs an element-specific shift, and PBE in place of LDA removes only 10–12% of the error in these atoms. At $\mu=1$ Å$^{-1}$, where $\mu\ll Z$, raising the long-range fraction is no remedy; the short-range fraction has to be large, about 0.7–0.8 here. A single $c=0.75$ leaves $-0.9$, $+2.9$ and $-5.3$ eV against the reference, and no other common fraction does the job at this $\mu$: the edge moves by 76 eV (Mg) and 141 eV (Ca) per unit $c_S$, so the 1 eV windows around $c^*=0.71$ and $0.79$ do not overlap. At this $\mu$, absolute edges to 1 eV need $c_S$ set per element, or a $\Delta$SCF anchor. Changing $\mu$ alone is not enough: at $c=0.75$ the Ca edge stays about 2.7 eV or more below the sp reference for $\mu$ between 0 and 1.5 Å$^{-1}$. Changing $c_S$ and $\mu$ together can reconcile the two elements: by the same linear interpolation $c^*$ is 0.83 (Mg) and 0.86 (Ca) at $\mu=2.5$ Å$^{-1}$, and 0.94 and 0.92 at 3.5 Å$^{-1}$, so a common pair lies near $\mu\approx3$ Å$^{-1}$, $c_S\approx0.9$. The fitted fraction balances $\Delta$ against relaxation that linear response from frozen orbitals does not describe, so its transfer to a chemical environment with different $R$ and $B$ is not guaranteed.

A global hybrid corrects the edge about as well, with errors of $-0.3$, $+4.7$ and $-2.8$ eV at $c=0.75$. The short-range form differs in leaving the valence orbital gap nearly unchanged: the $ns$–$np$ orbital gap goes from the LDA 3.50, 3.39 and 2.39 eV to 3.79, 3.42 and 2.40 eV with short-range exchange, and to 8.34, 6.99 and 5.27 eV with global exchange. These are orbital gaps, not excitation energies. With global exchange the electron–hole term $-c(jj|aa)$ of the response matrix is within about 0.5 eV of the opening, and the $ns\to np$ singlet TDA energies in the sp basis (5.15, 4.42 and 3.20 eV) stay within about 0.1 eV of the LDA values (5.09, 4.38 and 3.31 eV). This does not extend to every valence state. With five d shells the Ca $4s\to4p$ values become 3.12 eV (global) and 3.24 eV (LDA), while the lowest singlet is $4s\to3d$, which global exchange raises from 1.84 to 2.74 eV.

Relativity must be added separately before any comparison with experiment. Expanding the Dirac $1s$ energy $\alpha^{-2}(\sqrt{1-Z^2\alpha^2}-1)$ gives $-Z^2/2-Z^4\alpha^2/8$, so a nonrelativistic calculation underestimates the edge by a second amount that, for a bare nucleus, grows as $Z^4$. For the bare charges this is 0.05, 3.8 and 29 eV; spin-free one-electron X2C lowers the HF $1s$ level by 0.015, 2.3 and 20 eV, less than the bare values and rising somewhat faster than $Z^4$ over this range. A fraction fitted to measured edges without relativity would absorb this: for Ca, 20 eV divided by the shift per unit fraction, $105.6/0.75=141$ eV, is 0.14 in $c_S$.
